# The McMurchie–Davidson scheme for Gaussian repulsion integrals, with the (pp|pp) class: test program

```python
"""
Result under test (McMurchie-Davidson scheme, atomic units):
(ab|cd) = 2 pi^(5/2) / (p q sqrt(p+q)) * sum E_ab[tuv] (-1)^(order of ket term)
          * E_cd[t'u'v'] * R[t+t', u+u', v+v'](alpha, P-Q)
a, b, c, d : exponents of Cartesian Gaussians;  p = a+b, q = c+d
P, Q       : exponent-weighted centres of the two products; alpha = pq/(p+q)
E          : coefficients of a Gaussian product in Hermite Gaussians
R          : derivatives of the Boys function F_0(alpha |P-Q|^2) with respect to P
The scheme is written for p shells; component order is x, y, z.
"""
import itertools
import math
import numpy as np
import sympy as sp
import mpmath as mp
from pyscf import gto


def expansion(imax, jmax, a, b, xa, xb):
    """Table E[i, j, t] for one Cartesian direction, by recurrence."""
    p = a + b
    centre = (a * xa + b * xb) / p
    size = imax + jmax + 2
    table = np.zeros((imax + 1, jmax + 1, size))
    table[0, 0, 0] = math.exp(-a * b / p * (xa - xb) ** 2)

    def raised(row, shift):
        new = shift * row
        new[1:] += row[:-1] / (2 * p)
        new[:-1] += np.arange(1, size) * row[1:]
        return new

    for i in range(imax + 1):
        if i > 0:
            table[i, 0] = raised(table[i - 1, 0], centre - xa)
        for j in range(1, jmax + 1):
            table[i, j] = raised(table[i, j - 1], centre - xb)
    return table


def boys(order, T):
    """F_0..F_order: positive series for the top order, then downward."""
    term = 1.0 / (2 * order + 1)
    total, k = term, order
    while term > 1e-17 * total:
        k += 1
        term *= 2 * T / (2 * k + 1)
        total += term
    values = np.zeros(order + 1)
    values[order] = math.exp(-T) * total
    for n in range(order - 1, -1, -1):
        values[n] = (2 * T * values[n + 1] + math.exp(-T)) / (2 * n + 1)
    return values


def orders_up_to(limit):
    keys = itertools.product(range(limit + 1), repeat=3)
    return sorted((k for k in keys if sum(k) <= limit), key=sum)


PAIR_KEYS = orders_up_to(2)
CLASS_KEYS = orders_up_to(4)
POSITION = {key: n for n, key in enumerate(CLASS_KEYS)}
SUM_INDEX = np.array([[POSITION[tuple(np.add(h, k))] for k in PAIR_KEYS]
                      for h in PAIR_KEYS])
KET_SIGN = np.array([(-1.0) ** sum(k) for k in PAIR_KEYS])


def hermite_coulomb(alpha, vec):
    """The values R[tuv] of total order <= 4, in the order of CLASS_KEYS."""
    top = 4
    f = boys(top, alpha * float(np.dot(vec, vec)))
    table = {(0, 0, 0): (-2 * alpha) ** np.arange(top + 1) * f}
    for key in CLASS_KEYS[1:]:
        axis = next(d for d in range(3) if key[d] > 0)
        lower = list(key)
        lower[axis] -= 1
        new = vec[axis] * table[tuple(lower)][1:]
        if lower[axis] > 0:
            lowest = list(lower)
            lowest[axis] -= 1
            new = new + lower[axis] * table[tuple(lowest)][1:1 + len(new)]
        table[key] = new
    return np.array([table[key][0] for key in CLASS_KEYS])


def pair_data(a, A, b, B):
    """Exponent, centre and 9 x 10 Hermite matrix of a primitive p-p pair."""
    A, B = np.asarray(A, float), np.asarray(B, float)
    tables = [expansion(1, 1, a, b, A[d], B[d]) for d in range(3)]
    matrix = np.zeros((9, len(PAIR_KEYS)))
    for m, n in itertools.product(range(3), repeat=2):
        for h, key in enumerate(PAIR_KEYS):
            matrix[3 * m + n, h] = math.prod(
                tables[d][int(m == d), int(n == d), key[d]] for d in range(3))
    return a + b, (a * A + b * B) / (a + b), matrix


def prefactor(p, q):
    return 2 * math.pi ** 2.5 / (p * q * math.sqrt(p + q))


def primitive_class(bra, ket):
    p, P, e_bra = bra
    q, Q, e_ket = ket
    r = hermite_coulomb(p * q / (p + q), P - Q)
    return prefactor(p, q) * e_bra @ (r[SUM_INDEX] * KET_SIGN) @ e_ket.T


def p_norm(a):
    return (2 * a / math.pi) ** 0.75 * 2 * math.sqrt(a)


def make_shell(centre, exps, coefs):
    """Contracted p shell: normalized primitives, then a normalized sum."""
    exps = np.asarray(exps, float)
    c = np.array([k * p_norm(a) for k, a in zip(coefs, exps)])
    s = exps[:, None] + exps[None, :]
    overlap = c @ ((math.pi / s) ** 1.5 / (2 * s)) @ c
    return centre, exps, c / math.sqrt(overlap)


def contracted_pair(one, two):
    result = []
    for a, ca in zip(one[1], one[2]):
        for b, cb in zip(two[1], two[2]):
            p, P, matrix = pair_data(a, one[0], b, two[0])
            result.append((p, P, ca * cb * matrix))
    return result


def contracted_class(bra_list, ket_list):
    return sum(primitive_class(x, y) for x in bra_list for y in ket_list)


def class_by_quadrature(exps, centres):
    """Same 81 integrals from 1/r = 2/sqrt(pi) int exp(-u^2 r^2) du.
    Gauss-Hermite in the coordinates, Gauss-Legendre in u; no E and no R."""
    a, b, c, d = exps
    centres = np.asarray(centres, float)
    y, w = np.polynomial.hermite.hermgauss(4)
    y1, y2 = [g.ravel() for g in np.meshgrid(y, y, indexing="ij")]
    weight = np.outer(w, w).ravel()
    nodes, node_weights = np.polynomial.legendre.leggauss(60)
    total = np.zeros((3, 3, 3, 3))
    for s, ws in zip((nodes + 1) / 2, node_weights / 2):
        u2 = s * s / (1 - s * s)
        form = np.array([[a + b + u2, -u2], [-u2, c + d + u2]])
        T = np.linalg.inv(np.linalg.cholesky(form)).T
        tables = []
        for axis in range(3):
            A, B, C, D = centres[:, axis]
            rhs = np.array([a * A + b * B, c * C + d * D])
            x0 = np.linalg.solve(form, rhs)
            rest = a*A*A + b*B*B + c*C*C + d*D*D - rhs @ x0
            x1 = x0[0] + T[0, 0] * y1 + T[0, 1] * y2
            x2 = x0[1] + T[1, 0] * y1 + T[1, 1] * y2
            f = [np.array([np.ones_like(x), x - X])
                 for x, X in ((x1, A), (x1, B), (x2, C), (x2, D))]
            values = np.einsum("im,jm,km,lm,m->ijkl", *f, weight)
            tables.append(values * math.exp(-rest) * abs(np.linalg.det(T)))
        jac = ws * (1 - s * s) ** -1.5 * 2 / math.sqrt(math.pi)
        for comp in itertools.product(range(3), repeat=4):
            total[comp] += jac * math.prod(
                tables[ax][tuple(int(m == ax) for m in comp)]
                for ax in range(3))
    return total.reshape(9, 9)


# Round parameters of the worked example: four p primitives on the z axis
exps = (1.0, 0.5, 0.8, 0.4)
heights = (0.0, 1.0, 2.0, 3.5)
line = [(0.0, 0.0, z) for z in heights]
a, b, c, d = exps

# Test: Hermite expansion reproduces the Gaussian product point by point
x_s, P_s = sp.symbols("x P", real=True)
p_test, xa, xb = a + b, -0.3, 0.9
centre_test = (a * xa + b * xb) / p_test
grid = np.linspace(-3, 3, 41)
hermite_values = []
for t in range(7):
    expr = sp.diff(sp.exp(-p_test * (x_s - P_s) ** 2), P_s, t)
    hermite_values.append(sp.lambdify((x_s, P_s), expr, "numpy")(grid, centre_test))
e_test = expansion(3, 3, a, b, xa, xb)
err_expansion = 0.0
for i, j in itertools.product(range(4), repeat=2):
    product = ((grid - xa) ** i * (grid - xb) ** j
               * np.exp(-a * (grid - xa) ** 2 - b * (grid - xb) ** 2))
    series = sum(e_test[i, j, t] * hermite_values[t] for t in range(i + j + 1))
    err_expansion = max(err_expansion, np.max(np.abs(product - series)))
assert err_expansion < 1e-12

# Test: closed forms of the p-p coefficients against the recurrence
K = math.exp(-a * b / p_test * (xa - xb) ** 2)
pa, pb = centre_test - xa, centre_test - xb
closed = [K * (pa * pb + 1 / (2 * p_test)), K * (pa + pb) / (2 * p_test),
          K / (4 * p_test ** 2)]
assert np.allclose(closed, e_test[1, 1, :3], rtol=1e-12, atol=1e-14)

# Test: Boys functions against quadrature of their definition
mp.mp.dps = 25


def boys_reference(n, T):
    return mp.quad(lambda s: s ** (2 * n) * mp.exp(-mp.mpf(T) * s * s), [0, 0.5, 1])


err_boys = 0.0
for T in (0.0, 0.01, 3.0, 20.0):
    computed = boys(4, T)
    for n in range(5):
        err_boys = max(err_boys, abs(float(boys_reference(n, T) - computed[n])))
assert err_boys < 1e-13

# Test: upward recursion loses digits at small argument, downward does not
T_small = 0.01
up = math.sqrt(math.pi / (4 * T_small)) * math.erf(math.sqrt(T_small))
for n in range(4):
    up = ((2 * n + 1) * up - math.exp(-T_small)) / (2 * T_small)
exact_f4 = boys_reference(4, T_small)
err_up = abs(float(exact_f4 - up))
err_down = abs(float(exact_f4 - boys(4, T_small)[4]))
assert err_down < 1e-14 and err_up > 1e-11

# Test: Hermite Coulomb integrals against numerical partial derivatives
alpha_test, vec_test = 0.7, np.array([0.6, -0.4, 1.1])


def boys_zero(x, y, z):
    T = mp.mpf(alpha_test) * (x * x + y * y + z * z)
    return mp.sqrt(mp.pi / (4 * T)) * mp.erf(mp.sqrt(T))


r_test = hermite_coulomb(alpha_test, vec_test)
point = tuple(mp.mpf(float(v)) for v in vec_test)
err_r = max(abs(float(mp.diff(boys_zero, point, key) - r_test[n]))
            for n, key in enumerate(CLASS_KEYS))
assert err_r < 1e-11

# Test: complete primitive classes against quadrature of the definition
bra, ket = pair_data(a, line[0], b, line[1]), pair_data(c, line[2], d, line[3])
line_class = primitive_class(bra, ket)
err_line = np.max(np.abs(line_class - class_by_quadrature(exps, line)))
skew = [(0.0, 0.0, 0.0), (0.7, -0.2, 0.5), (-0.4, 0.9, 1.2), (0.3, 1.1, -0.6)]
skew_class = primitive_class(pair_data(a, skew[0], b, skew[1]),
                             pair_data(c, skew[2], d, skew[3]))
err_skew = np.max(np.abs(skew_class - class_by_quadrature(exps, skew)))
assert err_line < 1e-9 and err_skew < 1e-9

# Hand-traceable element (zz|zz): regroup the sum by total Hermite order
p, q = bra[0], ket[0]
alpha = p * q / (p + q)
distance = bra[1][2] - ket[1][2]
T_line = alpha * distance ** 2
e_bra = expansion(1, 1, a, b, heights[0], heights[1])
e_ket = expansion(1, 1, c, d, heights[2], heights[3])
signs = np.array([1.0, -1.0, 1.0])
weights = np.convolve(e_bra[1, 1, :3], signs * e_ket[1, 1, :3])
r_line = hermite_coulomb(alpha, bra[1] - ket[1])
r_z = np.array([r_line[POSITION[(0, 0, n)]] for n in range(5)])
parts = prefactor(p, q) * weights * r_z
zzzz = line_class[8, 8]
assert abs(parts.sum() - zzzz) < 1e-12
unsigned = prefactor(p, q) * np.convolve(e_bra[1, 1, :3], e_ket[1, 1, :3]) @ r_z
assert abs(unsigned - zzzz) > 1e-3
norms = math.prod(p_norm(e) for e in exps)

# Test: contracted four-centre class against the library
shells = [make_shell(R, [e, 3 * e], [0.7, 0.4]) for R, e in zip(skew, exps)]
ours = contracted_class(contracted_pair(*shells[:2]), contracted_pair(*shells[2:]))
labels = ["H1", "H2", "H3", "H4"]
mol4 = gto.M(atom=[[s, R] for s, R in zip(labels, skew)], unit="Bohr", verbose=0,
             basis={s: [[1, [e, 0.7], [3 * e, 0.4]]] for s, e in zip(labels, exps)})
library4 = mol4.intor("int2e", shls_slice=(0, 1, 1, 2, 2, 3, 3, 4)).reshape(9, 9)
err_lib4 = np.max(np.abs(ours - library4))
assert err_lib4 < 1e-10

# Test: every 2p-shell repulsion integral of N2 in STO-3G against the library
bond = 2.1
n2 = gto.M(atom=[["N", (0, 0, 0)], ["N", (0, 0, bond)]], unit="Bohr",
           basis="sto-3g", verbose=0)
p_entry = next(s for s in gto.basis.load("sto-3g", "N") if s[0] == 1)
n_exps = [row[0] for row in p_entry[1:]]
n_coefs = [row[1] for row in p_entry[1:]]
atoms = [make_shell((0, 0, z), n_exps, n_coefs) for z in (0.0, bond)]
pairs = {(i, j): contracted_pair(atoms[i], atoms[j])
         for i in range(2) for j in range(2)}
n2_ours = np.zeros((6, 6, 6, 6))
for i, j, k, l in itertools.product(range(2), repeat=4):
    block = contracted_class(pairs[i, j], pairs[k, l]).reshape(3, 3, 3, 3)
    n2_ours[3*i:3*i+3, 3*j:3*j+3, 3*k:3*k+3, 3*l:3*l+3] = block
p_index = [2, 3, 4, 7, 8, 9]
n2_lib = n2.intor("int2e")[np.ix_(p_index, p_index, p_index, p_index)]
err_n2 = np.max(np.abs(n2_ours - n2_lib))
assert err_n2 < 1e-10


def show(values, digits=8):
    return "  ".join(f"{v:.{digits}f}" for v in values)


print("WORKED EXAMPLE: four p primitives on the z axis")
print("exponents a b c d (bohr^-2):", show(exps, 2))
print("z of centres A B C D (bohr):", show(heights, 2))
print(f"p, q, alpha (bohr^-2): {p:.4f}  {q:.4f}  {alpha:.8f}")
print(f"P_z, Q_z, P_z-Q_z (bohr): {bra[1][2]:.8f}  {ket[1][2]:.8f}  {distance:.8f}")
print(f"Boys argument T (no unit): {T_line:.8f}")
print("K of bra, K of ket (no unit):", show([e_bra[0, 0, 0], e_ket[0, 0, 0]]))
print("bra E_t^11 along z, t=0,1,2 (bohr^(2+t)):", show(e_bra[1, 1, :3]))
print("ket E_t^11 along z, t=0,1,2 (bohr^(2+t)):", show(e_ket[1, 1, :3]))
print("F_0 to F_4 at T (no unit):", show(boys(4, T_line)))
print("R_00N, N=0..4 (bohr^-N):", show(r_z))
print("signed weights W_N, N=0..4 (bohr^(4+N)):", show(weights))
print(f"prefactor (a.u.): {prefactor(p, q):.8f}")
print("contributions to (zz|zz), N=0..4 (a.u.):", show(parts))
print(f"(zz|zz), unnormalized (a.u.): {zzzz:.8f}")
print(f"(zz|zz) with ket sign dropped, wrong (a.u.): {unsigned:.8f}")
print(f"product of four norms (a.u.): {norms:.8f}")
print(f"(zz|zz), normalized primitives (hartree): {zzzz * norms:.8f}")
print(f"(xx|xx), unnormalized (a.u.): {line_class[0, 0]:.8f}")
print(f"(xz|xz), unnormalized (a.u.): {line_class[2, 2]:.8f}")
print("nonzero integrals of the class:", int(np.sum(np.abs(line_class) > 1e-12)),
      "of", line_class.size)
print("Hermite functions per pair, R values per class:",
      len(PAIR_KEYS), len(CLASS_KEYS))
print("CHECKS: largest absolute deviations")
print(f"Hermite expansion, i,j up to 3 (a.u.): {err_expansion:.1e}")
print(f"Boys functions against quadrature (no unit): {err_boys:.1e}")
print(f"F_4 at T={T_small}, upward recursion error (no unit): {err_up:.1e}")
print(f"F_4 at T={T_small}, positive series error (no unit): {err_down:.1e}")
print(f"35 Hermite Coulomb integrals against derivatives (a.u.): {err_r:.1e}")
print(f"class on the z axis against quadrature (a.u.): {err_line:.1e}")
print(f"skew four-centre class against quadrature (a.u.): {err_skew:.1e}")
print("skew centres A B C D (bohr):", skew)
print(f"contracted skew class against library (hartree): {err_lib4:.1e}")
print("N2, STO-3G, 2p SHELLS")
print(f"bond length (bohr): {bond:.2f}")
print("integrals compared:", n2_ours.size)
for name, idx in (("(zA zA|zA zA)", (2, 2, 2, 2)), ("(zA zA|zB zB)", (2, 2, 5, 5)),
                  ("(xA xA|xB xB)", (0, 0, 3, 3)), ("(zA zB|zA zB)", (2, 5, 2, 5)),
                  ("(xA xB|xA xB)", (0, 3, 0, 3))):
    print(f"{name} scheme, library (hartree): {n2_ours[idx]:.8f}  {n2_lib[idx]:.8f}")
print(f"largest deviation from library (hartree): {err_n2:.1e}")
print("finished without a failed check")
```

Printed output:

```
WORKED EXAMPLE: four p primitives on the z axis
exponents a b c d (bohr^-2): 1.00  0.50  0.80  0.40
z of centres A B C D (bohr): 0.00  1.00  2.00  3.50
p, q, alpha (bohr^-2): 1.5000  1.2000  0.66666667
P_z, Q_z, P_z-Q_z (bohr): 0.33333333  2.50000000  -2.16666667
Boys argument T (no unit): 3.12962963
K of bra, K of ket (no unit): 0.71653131  0.54881164
bra E_t^11 along z, t=0,1,2 (bohr^(2+t)): 0.07961459  -0.07961459  0.07961459
ket E_t^11 along z, t=0,1,2 (bohr^(2+t)): -0.04573430  -0.11433576  0.09527980
F_0 to F_4 at T (no unit): 0.49476563  0.07205831  0.02754973  0.01502010  0.00981054
R_00N, N=0..4 (bohr^-N): 0.49476563  0.20816845  0.13384350  0.04377814  -0.17258401
signed weights W_N, N=0..4 (bohr^(4+N)): -0.00364112  0.01274391  -0.00515825  0.00151713  0.00758566
prefactor (a.u.): 11.82906151
contributions to (zz|zz), N=0..4 (a.u.): -0.02131005  0.03138109  -0.00816676  0.00078565  -0.01548618
(zz|zz), unnormalized (a.u.): -0.01279626
(zz|zz) with ket sign dropped, wrong (a.u.): -0.03823035
product of four norms (a.u.): 0.41774410
(zz|zz), normalized primitives (hartree): -0.00534556
(xx|xx), unnormalized (a.u.): 0.28628083
(xz|xz), unnormalized (a.u.): 0.02697019
nonzero integrals of the class: 21 of 81
Hermite functions per pair, R values per class: 10 35
CHECKS: largest absolute deviations
Hermite expansion, i,j up to 3 (a.u.): 4.4e-16
Boys functions against quadrature (no unit): 1.4e-16
F_4 at T=0.01, upward recursion error (no unit): 7.0e-08
F_4 at T=0.01, positive series error (no unit): 6.7e-18
35 Hermite Coulomb integrals against derivatives (a.u.): 9.5e-17
class on the z axis against quadrature (a.u.): 5.2e-16
skew four-centre class against quadrature (a.u.): 3.3e-16
skew centres A B C D (bohr): [(0.0, 0.0, 0.0), (0.7, -0.2, 0.5), (-0.4, 0.9, 1.2), (0.3, 1.1, -0.6)]
contracted skew class against library (hartree): 9.2e-16
N2, STO-3G, 2p SHELLS
bond length (bohr): 2.10
integrals compared: 1296
(zA zA|zA zA) scheme, library (hartree): 0.76280454  0.76280454
(zA zA|zB zB) scheme, library (hartree): 0.52657521  0.52657521
(xA xA|xB xB) scheme, library (hartree): 0.41355783  0.41355783
(zA zB|zA zB) scheme, library (hartree): 0.15154298  0.15154298
(xA xB|xA xB) scheme, library (hartree): 0.04621033  0.04621033
largest deviation from library (hartree): 3.9e-15
finished without a failed check
```
